# Locating the reactive window of the Ziff-Gulari-Barshad model

## Definitions and conventions

The Ziff-Gulari-Barshad (ZGB) model describes CO oxidation on a square lattice of $N=L^2$ sites with periodic edges. A site is empty (E), or holds one CO molecule or one O atom. Gas molecules strike sites chosen uniformly. Each is CO with probability $y$ and O$_2$ with probability $1-y$.

- CO is adsorbed if the struck site is empty.
- O$_2$ also needs a second empty site, tried at one randomly chosen neighbour of the first. If both are empty, it splits into two O atoms, one on each.
- A neighbouring CO and O react at once to CO$_2$, which leaves. If there are several partners, one is chosen at random. Both reacting sites become empty.

There is no desorption of CO or O$_2$ and no surface diffusion. The time unit is one arrival per site, so a single arrival takes $1/N$. Coverages are $\theta_E,\theta_{CO},\theta_O$, with sum one. The number of empty sites is $N_E=N\theta_E$.

For a large lattice that starts empty, a reactive steady state is found for $y_1<y<y_2$, with $y_1$ near 0.39 and $y_2$ near 0.525. Below the window O fills the surface; above it CO does. The runs below give $y_1\approx0.384$ and $y_2\approx0.524$. These are noisy estimates from single runs on finite lattices, and the first is the less certain. Published large-lattice values are about 0.3874 and 0.5256, so both estimates lie slightly low.

## What a finite lattice can do

No event leaves a CO next to an O: an arriving particle that finds a partner reacts, and one that finds none stays. A full surface containing both species would have such a pair somewhere, because the lattice is connected. The full surfaces that can occur are therefore all CO and all O. Both are absorbing, since nothing can adsorb. No other state is absorbing for $0<y<1$, because a CO striking an empty site always changes the state.

Every finite lattice is eventually poisoned. Consider a run of CO arrivals on empty sites. Each either adds a CO or removes an O, so $N_{CO}-N_O$ rises by one. This difference lies between $-N$ and $N$, so at most $2N$ such arrivals lead to full CO. From any state with a vacancy this sequence has nonzero probability, and there are finitely many states; poisoning thus occurs with probability one. The reactive window refers to the infinite lattice, or to states whose lifetime is long on a finite one.

A very small lattice can be solved completely. Let $Q_{ij}$ be the probability that one arrival takes transient state $i$ to transient state $j$, and $r_i$ the probability that it leads directly to full O. Conditioning on the first arrival gives

$$x_i=r_i+\sum_jQ_{ij}x_j,\qquad T_i=\frac1N+\sum_jQ_{ij}T_j ,$$

where $x_i$ is the probability of ending in full O and $T_i$ the mean lifetime. Moving the sums to the left gives the linear systems $(I-Q)x=r$ and $(I-Q)T=\mathbf 1/N$.

For a 3 by 3 torus at $y=0.48$ there are 1275 reachable states, two of them absorbing. The solution is $x=0.694$ and $T=24.28$ from the empty surface. The algorithm below gave 0.691 and 24.30 in 4000 runs, which tests its reaction rules and its clock together. On a 6 by 6 torus, 60 runs cut off at 500 lasted 312 on average. The cut-off can only shorten this average, so 312 is a low estimate of the mean lifetime, and size already matters strongly.

## Rejection-free scheme

An arrival at an occupied site does nothing. The probability of hitting an empty site is $p=N_E/N$, and the number of arrivals up to and including the first hit is geometrically distributed with mean $1/p=N/N_E$. Since each arrival takes $1/N$, the mean waiting time is

$$\Delta t=\frac{N}{N_E}\,\frac1N=\frac1{N_E}.$$

One may therefore pick an empty site directly and advance the clock by $1/N_E$. The sequence of states has the same probabilities as in the original process. The clock uses mean waits and omits their fluctuations, so it suits mean times and averages, but not the distribution of short waiting times.

The scheme needs an array `site`, an unordered list `empty`, and an array `where` giving each empty site's position in that list.

```
vacate(r):
    site[r] = E
    where[r] = length(empty); append r to empty

fill(s, kind):
    site[s] = kind
    last = pop(empty)
    if last != s:
        empty[where[s]] = last
        where[last] = where[s]

land(s, kind, partner):
    P = neighbours of s holding partner
    if P is not empty:
        vacate(random member of P)  # s stays empty
        count one CO2
    else:
        fill(s, kind)

while empty is not empty and t < t_end:
    t = t + 1 / length(empty)
    s = random member of empty
    hits = hits + 1
    if random() < y:
        land(s, CO, O)
    else:
        q = random neighbour of s
        if site[q] == E:
            land(s, O, CO)
            land(q, O, CO)
```

The two O atoms are handled in sequence. Each ordered pair $(s,q)$ is as likely as $(q,s)$, so this introduces no bias. The order can matter at $L=3$, where neighbouring sites share a neighbour; for $L\ge4$ they do not. The lattice needs $L\ge3$ for four distinct neighbours.

The clock also provides a coverage estimator. Each hit contributes $N_E\,\Delta t=1$ to the time integral of $N_E$. In a window from $a$ to $b$, up to the steps cut by its ends,

$$\overline{\theta}_E=\frac{\text{hits between }a\text{ and }b}{N(b-a)}.$$

## A balance that checks the reactive state

Per site and time unit, CO is taken up at rate $y\theta_E$, because every CO that hits an empty site is adsorbed or reacts. Let $q$ be the probability that a randomly chosen neighbour of an empty site is also empty. O$_2$ molecules are taken up at rate $(1-y)\theta_Eq$.

In a steady state no particles accumulate. Each CO$_2$ uses one CO and one O, and each O$_2$ supplies two O, so CO uptake is twice O$_2$ uptake:

$$y\theta_E=2(1-y)\theta_Eq .$$

For a reactive state $\theta_E>0$, and division by $2(1-y)\theta_E$ gives

$$q=\frac{y}{2(1-y)} .$$

The CO$_2$ production rate is $R=y\theta_E$. Since $q\le1$, we have $y\le2-2y$, hence $y\le2/3$. This is an upper bound on any reactive steady state of the model, not an estimate of $y_2$.

Runs with $L=64$ from an empty surface, averaged over times 60 to 180, gave:

| $y$ | $\theta_E$ | $\theta_{CO}$ | $q$ counted | $q$ from balance |
|---|---|---|---|---|
| 0.42 | 0.180 | 0.002 | 0.364 | 0.362 |
| 0.46 | 0.295 | 0.006 | 0.426 | 0.426 |
| 0.50 | 0.418 | 0.024 | 0.504 | 0.500 |

The counted values come from neighbour pairs in snapshots, not from the balance. If vacancies were placed independently, $q$ would equal $\theta_E$. It is larger, and at $y=0.42$ it is twice as large. Vacancies cluster, so a mean-field treatment that sets $q=\theta_E$ misses a large correlation near the lower edge.

Outside the window the same lattice poisoned: with O after 217 time units at $y=0.35$, and with CO after 123 at $y=0.55$. These runs bracket the edges but do not locate them closely.

## Lower edge: curvature of the vacancy decay

As $y$ falls towards $y_1$, the reactive state runs out of vacancies. The working assumption is a continuous transition, at which the vacancy coverage of an initially empty, large lattice decays as a power of time. Close to the edge, write $u=y-y_1$ and expand to first order in $u$:

$$\theta_E(t)=A t^{-\delta}\left(1+c\,u\,t^\kappa\right),\qquad A,c,\delta,\kappa>0 .$$

The sign of $c$ expresses that more CO leaves more vacancies. The form holds after the initial transient and while $|c\,u\,t^\kappa|\ll1$. In the last time window used below, the correction is no longer small at the ends of the $y$ range. There the form explains the sign of the curvature, not its size, and the fit to the data is an empirical interpolation.

Take three time windows, each obtained from the previous one by multiplying both ends by 5. Replacing $t$ by $5t$ in the window average shows that the average of $t^{-\delta}$ is multiplied by $5^{-\delta}$, and that of $t^{\kappa-\delta}$ by $5^{\kappa-\delta}$. With $n=0,1,2$ for the three windows,

$$\ln\overline\theta_n=B-n\delta\ln5+c'u\,5^{n\kappa},$$

where $B$ and $c'>0$ do not depend on $n$. The two local exponents are

$$\delta_{early}=\frac{\ln(\overline\theta_0/\overline\theta_1)}{\ln5}
=\delta-\frac{c'u(5^\kappa-1)}{\ln5},$$

$$\delta_{late}=\frac{\ln(\overline\theta_1/\overline\theta_2)}{\ln5}
=\delta-\frac{c'u\,5^\kappa(5^\kappa-1)}{\ln5}.$$

Subtracting, with the common factor $5^\kappa-1$ taken out, gives

$$D=\delta_{late}-\delta_{early}=-\frac{c'u(5^\kappa-1)^2}{\ln5}.$$

Thus $D>0$ below the edge, where the decay steepens, and $D<0$ above it, where the coverage levels off. Within this form, the zero of $D$ locates $y_1$ without a value for $\delta$ or $\kappa$.

With $L=112$ and windows 15-25, 75-125 and 375-625, one run at each $y$ gave:

| $y$ | $\delta_{early}$ | $\delta_{late}$ | $D$ |
|---|---|---|---|
| 0.382 | 0.480 | 0.513 | +0.033 |
| 0.385 | 0.470 | 0.537 | +0.067 |
| 0.388 | 0.496 | 0.271 | -0.226 |
| 0.391 | 0.372 | 0.260 | -0.112 |
| 0.394 | 0.389 | 0.253 | -0.136 |

For example, at $y=0.388$ the averages in the last two windows are 0.0772 and 0.0499, so $\delta_{late}=\ln(0.0772/0.0499)/\ln5=0.271$.

A quadratic fit to $D$ vanishes at $y_1=0.3837$. Its residual scatter, divided by the slope there, corresponds to 0.0031 in $y$. The data are visibly noisy: $D$ does not fall steadily, and the measured sign change lies between 0.385 and 0.388, above the fitted zero. The supported conclusion is an edge between about 0.38 and 0.39. The published value 0.3874 lies inside the measured sign change and about one scatter width above the fitted zero, so 0.3837 should be read as a low outcome of single-run noise. The value 0.39 is compatible with these runs at that accuracy, but they do not establish its second digit. Independent repetitions at each $y$ are the first improvement to make; longer windows then require larger lattices.

## Upper edge: holding the CO coverage fixed

At the upper edge a reactive region and a CO-covered region can coexist. A run from an empty surface may remain reactive somewhat above the coexistence point until a large enough CO patch forms. The poisoning time in such a run is therefore a poor definition of $y_2$.

Consider instead a CO strip across the lattice, with two fronts of length $L$. Let $v(y)$ be the mean speed at which each front advances into the reactive region. If the fronts are far apart and the small CO coverage of the reactive region is neglected,

$$\frac{dN_{CO}}{dt}\approx2Lv(y).$$

Holding $N_{CO}$ steady requires $v(y)=0$, which defines $y_2$. The strip width does not enter, so different coverages should give the same $y$.

The control rule replaces the random choice of gas: send CO while $N_{CO}$ is below its target, otherwise send O$_2$. The gas fraction is then measured. It must include arrivals at occupied sites, which the rejection-free scheme skips. With $N_E$ vacancies there are on average $N/N_E$ arrivals up to and including the next hit, all of the same gas, because the coverage does not change meanwhile. Hence

$$y=\frac{\sum_{\text{CO hits}}N/N_E}{\sum_{\text{all hits}}N/N_E}
=\frac{\sum_{\text{CO hits}}1/N_E}{\sum_{\text{all hits}}1/N_E}.$$

That this feedback reproduces a surface under a randomly mixed gas is an assumption for large lattices: the control acts on the total coverage, while a local region receives a nearly random sequence.

With $L=64$ and averages over times 150 to 750, target coverages of 0.4 and 0.6 both gave $y=0.5241$. Agreement to all printed digits is closer than two single runs can guarantee, and it is not an error estimate. A reasonable reading is $y_2\approx0.524$ for this lattice size, with the last digit uncertain; the large-lattice value 0.5256 lies slightly higher.

Runs at fixed $y$ provide a separate check. Starting from a strip with $\theta_{CO}=0.5$, the coverage at $y=0.50$ fell to 0.289 at time 50 and 0.023 at time 250, the level of the purely reactive state. At $y=0.55$ it rose to 0.824 at time 50, and the surface was full at time 113. The second run is weaker evidence on front motion, since an empty surface also poisons at this $y$ in a similar time.

The reactive state holds 2.4% CO at $y=0.50$ and about 5% close to the edge, yet the phase it meets at $y_2$ is full of CO. This jump, together with the common value of $y$ at two coverages, is what a discontinuous transition implies.

## Cost, stability and failure modes

Each hit costs a bounded number of operations, and memory grows as $N$. The number of hits is $N\int\theta_E\,dt$, compared with $Nt$ arrivals in a direct simulation. The saving in steps is $1/\theta_E$: 2.4 at $y=0.50$, 5.6 at $y=0.42$, and 20 in the last decay window at $y=0.388$. Many remaining O$_2$ attempts still fail, because a fraction $1-q$ finds no second vacancy.

There is no integration step and hence no step-size instability. The failures to guard against are statistical or logical:

- **Early poisoning.** A window after poisoning has no hits, and its logarithm diverges. Such a run must be reported, not dropped, since dropping it biases the mean upwards.
- **Initial transient.** If the first decay window starts too early, the power law does not yet hold and the zero of $D$ shifts.
- **Finite size.** Once correlations span the lattice, the decay no longer represents an infinite surface. Repeating at another $L$ is the direct check; it was not done here for either edge.
- **Unsuitable coverage target.** If the target is too near 0 or 1, the strip or the reactive region is too narrow for two independent fronts.
- **Wrong weights.** Counting CO hits without the factor $1/N_E$ measures the gas fraction among hits, not among all arrivals.

## Example in laboratory units

For a gas in equilibrium at temperature $T_g$, the flux onto a surface is the number density $p/kT_g$ times the mean inward normal velocity:

$$\Phi=\frac{p}{kT_g}\int_0^\infty v\sqrt{\frac{m}{2\pi kT_g}}\,e^{-mv^2/2kT_g}dv .$$

The integral of $v e^{-mv^2/2kT_g}$ is $kT_g/m$, so the velocity factor is $\sqrt{kT_g/2\pi m}$ and $\Phi=p/\sqrt{2\pi mkT_g}$. If $x$ is the CO fraction of the total pressure, the flux ratio gives

$$\frac{y}{1-y}=\frac{x}{1-x}\sqrt{\frac{m_{O_2}}{m_{CO}}},$$

$$x=\frac{y\sqrt{m_{CO}}}{y\sqrt{m_{CO}}+(1-y)\sqrt{m_{O_2}}}.$$

The estimated window 0.384 to 0.524 in $y$ becomes 0.368 to 0.507 in $x$ (0.372 to 0.509 for the large-lattice edges 0.3874 and 0.5256), provided both gases stick equally well on the empty sites they need. On platinum-group surfaces O$_2$ generally sticks less well than CO. If its sticking probability is $S$ times that of CO, $y$ must be read as the CO fraction among molecules able to stick, and the right side of the first relation is divided by $S$. For $S=0.1$, as an illustration, the window would be only 0.055 to 0.093 in $x$. The numbers below keep $S=1$.

Take rough values for a platinum-group catalyst in high vacuum: total pressure $10^{-6}$ Torr, gas at 300 K, surface at 450 K and $1.5\times10^{15}$ sites/cm$^2$. At $y=0.50$, $x=0.483$ and the total flux is about $3.7\times10^{14}$ cm$^{-2}$ s$^{-1}$. Each site receives $3.7\times10^{14}/(1.5\times10^{15})\approx0.25$ molecules per second, so the time unit is about 4 s. With $R=0.21$, the model turnover is $0.21\times0.25\approx0.05$ CO$_2$ per site per second.

The real case departs from the model in several ways. With a prefactor of $10^{13}$ s$^{-1}$ and rough barriers of 0.5, 1.0 and 1.4 eV for CO hopping, reaction and CO desorption, the rates relative to arrival are roughly $10^8$, 300 and 0.01. Hopping is by far the fastest of these three. Just 4 hop attempts per CO per time unit raised $y_2$ by about 0.02 (0.548 in a single run, third digit uncertain); the shift at the real hopping rate was not computed. Reaction is fast compared with arrival but slow compared with hopping, so a mobile CO can leave an O neighbour before reacting. Desorption makes full CO non-absorbing. With these rough inputs it is slow at 450 K and equals the total arrival rate near 520 K, but this depends strongly on the inputs. The barrier falls on a CO-crowded surface, and at 1.2 eV the rate at 450 K is already about 1.5 times the arrival rate; a prefactor of $10^{15}$ s$^{-1}$ with 1.4 eV also brings it close to the arrival rate.

The lower edge is more fragile still. In high vacuum, oxygen adsorbed from O$_2$ on platinum-group surfaces generally stops short of filling every site and leaves room for CO. If O$_2$ may not adsorb next to an existing O, full O cannot be reached from an empty surface, because each O then has at most its own partner as an O neighbour. At $y=0.10$, where the original model poisoned after 120 time units, this variant was still reacting at time 120, with $\theta_O=0.226$ and a CO$_2$ rate of 0.070. The two edges are thus properties of the ZGB rules and should not be used as operating limits for a catalyst. The numerical output lists the remaining values.

## Calculated quantities

```
3x3 torus, y=0.48: reachable states 1275, absorbing states 2
  probability of O poisoning: exact 0.6936, simulated 0.6907 (4000 runs)
  mean lifetime (time units): exact 24.28, simulated 24.30
6x6 torus: mean lifetime, runs cut at 500: 311.7 time units
Scan from empty surface, L=64; averages over times 60 to 180
  y=0.42: theta_E 0.180, theta_CO 0.002, theta_O 0.818, CO2 per site per time 0.0751
    q counted 0.364, q from balance 0.362
  y=0.46: theta_E 0.295, theta_CO 0.006, theta_O 0.699, CO2 per site per time 0.1353
    q counted 0.426, q from balance 0.426
  y=0.50: theta_E 0.418, theta_CO 0.024, theta_O 0.558, CO2 per site per time 0.2100
    q counted 0.504, q from balance 0.500
  y=0.10: full O coverage after 120 time units
  y=0.35: full O coverage after 217 time units
  y=0.55: full CO coverage after 123 time units
Vacancy decay, L=112, time windows ((15, 25), (75, 125), (375, 625))
  y=0.382: theta_E 0.1591 0.0735 0.0322, exponents 0.480 0.513, D +0.033
  y=0.385: theta_E 0.1752 0.0823 0.0347, exponents 0.470 0.537, D +0.067
  y=0.388: theta_E 0.1717 0.0772 0.0499, exponents 0.496 0.271, D -0.226
  y=0.391: theta_E 0.1781 0.0979 0.0644, exponents 0.372 0.260, D -0.112
  y=0.394: theta_E 0.1843 0.0986 0.0657, exponents 0.389 0.253, D -0.136
Lower edge y1 = 0.3837, spread from fit scatter 0.0031
  late decay exponent interpolated at y1: 0.48
Constant CO coverage 0.4, L=64, times 150 to 750: y = 0.5241
Constant CO coverage 0.6, L=64, times 150 to 750: y = 0.5241
Upper edge y2 = 0.5241, difference of the two values 0.0000
  CO strip at fixed y=0.50: theta_CO 0.289 at time 50, 0.023 at time 250
  CO strip at fixed y=0.55: theta_CO 0.824 at time 50, 1.000 at time 113
With 4 hop attempts per CO per time unit: y2 = 0.5478
O2 kept away from adsorbed O, y=0.10: theta_O 0.226, theta_CO 0.064, CO2 rate 0.0702
Inputs: 1e-06 Torr, gas 300 K, surface 450 K, 1.5e+15 sites/cm2
  barriers: desorption 1.4 eV, hop 0.5 eV, reaction 1.0 eV; prefactor 1e+13 1/s
Window in CO pressure fraction: 0.368 to 0.507
At y=0.50: CO pressure fraction 0.483, total flux 3.705e+14 1/(cm2 s)
  arrivals per site 0.247 1/s, time unit 4.05 s
  turnover 0.0519 CO2 per site per s
Rates per s: desorption 2.09e-03, hop 2.51e+07, reaction 6.32e+01
  relative to arrival: desorption 8.47e-03, hop 1.02e+08, reaction 2.56e+02
  desorption equals arrival at surface temperature 519 K
```
